# Local spin in closed shells: projector and cumulant definitions

## Question

I ran a restricted Hartree–Fock (RHF) calculation on water in the STO-3G basis and then a Clark–Davidson local spin analysis. It reports $\langle \mathbf S_O\cdot\mathbf S_H\rangle=-0.369\,\hbar^2$ and $\langle S_O^2\rangle=0.738\,\hbar^2$. Every orbital is doubly occupied and the spin density is zero everywhere, so I expected zeros. The oxygen value even looks like the $3/4$ of one unpaired electron. A cumulant-based analysis of the same wave function does give zeros. Is the first analysis faulty, is there hidden antiferromagnetic coupling, or do the two programs measure different things?

## Answer

They measure different things, and both outputs are right for their own definitions. With every orbital doubly occupied, the spin density matrix is zero, and so the mean local spin vector vanishes. It does not follow that the mean square of that vector vanishes.

### What the projector definition gives

Let $P_A$ be Hermitian projectors on the orbital space, one per atom, with $P_AP_B=\delta_{AB}P_A$ and $\sum_AP_A=1$. In your analysis $P_A$ projects on the Löwdin-orthogonalized basis functions of atom $A$. The local spin operator is

$$\mathbf S_A=\sum_i P_A(i)\,\mathbf s(i),\qquad \sum_A\mathbf S_A=\mathbf S .$$

I give spin products in units of $\hbar^2$. The product of two local spins has a part with both factors on the same electron and a part with two different electrons:

$$\mathbf S_A\cdot\mathbf S_B=\tfrac34\sum_i (P_AP_B)(i)+\sum_{i\neq j}P_A(i)P_B(j)\,\mathbf s(i)\cdot\mathbf s(j).$$

The first part has the expectation value $\tfrac34\delta_{AB}N_A$, where $N_A$ is the electron population of $A$.

For a determinant, the second part is a direct term minus an exchange term. The direct term contains $\mathrm{tr}\,s_k$ over the two spin states, which is zero. In the exchange term the spin sum is $\sum_k\mathrm{tr}(s_ks_k)=3\cdot\tfrac12$. With $\gamma$ the projector on the occupied spatial orbitals and $D=2\gamma$ the spin-summed density matrix,

$$-\tfrac32\,\mathrm{Tr}(P_A\gamma P_B\gamma)=-\tfrac38\,\mathrm{Tr}(P_ADP_BD)=-\tfrac38B_{AB},\qquad B_{AB}=\sum_{p\in A}\sum_{q\in B}|D_{pq}|^2 .$$

$B_{AB}$ is the Wiberg bond order in the orthogonalized basis. Hence

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=-\tfrac38B_{AB}\quad(A\neq B),\qquad \langle S_A^2\rangle=\tfrac34N_A-\tfrac38B_{AA}.$$

A closed-shell determinant has $\gamma^2=\gamma$, so $D^2=2D$ and $\sum_BB_{AB}=\sum_{p\in A}(D^2)_{pp}=2N_A$. Replacing $N_A$ by half this sum gives

$$\langle S_A^2\rangle=\tfrac38\sum_{B\neq A}B_{AB}.$$

The sum over all pairs, diagonal included, is zero, as a singlet requires. An atom has zero local spin in this sense when its bond orders to all other atoms vanish.

For your molecule (O–H distance 0.96 Å, angle 104.5°) the bond orders are 0.9835 for O–H and 0.0007 for H–H. Then

$$\langle\mathbf S_O\cdot\mathbf S_H\rangle=-0.375\times0.9835=-0.369,\qquad \langle S_O^2\rangle=2\times0.3688=0.738 .$$

The resemblance to $3/4$ comes from two bonds of order near one, each contributing about $3/8$. It does not indicate an unpaired electron. The closeness is also particular to this basis: with Löwdin projectors $\langle S_O^2\rangle$ is 0.70 in 6-31G, 0.89 in cc-pVDZ and 1.11 in cc-pVTZ, with $\langle\mathbf S_O\cdot\mathbf S_H\rangle$ at $-0.35$, $-0.45$ and $-0.55$.

### What the number means

Apply the same calculation to the population operators $\hat N_A=\sum_iP_A(i)$. The one-electron part is $\delta_{AB}N_A$, the direct term cancels against the product of the means, and the spin trace in the exchange term is now 2:

$$\mathrm{cov}(N_A,N_B)=\delta_{AB}N_A-2\,\mathrm{Tr}(P_A\gamma P_B\gamma)=\delta_{AB}N_A-\tfrac12B_{AB}.$$

Comparison with the spin result gives, for closed-shell determinants,

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\,\mathrm{cov}(N_A,N_B).$$

In water the O,H covariance is $-0.4917$, and $0.75\times(-0.4917)=-0.369$. At this level the spin correlation carries no information beyond the charge fluctuation of the bond, so it is not evidence of antiferromagnetic coupling.

H$_2$ in a minimal basis shows the origin of the $3/8$. Let $a,b$ be the orthogonalized site orbitals, $|C\rangle$ the covalent singlet with one electron on each site, and $|I\rangle=(|aa\rangle+|bb\rangle)/\sqrt2$ the ionic one. Squaring $\sigma_g=(a+b)/\sqrt2$ gives

$$|\sigma_g^2\rangle=\frac{|I\rangle+|C\rangle}{\sqrt2}.$$

In $|C\rangle$ each site holds a spin one-half, so $\langle S_A^2\rangle=\tfrac34$. In $|I\rangle$ each site is empty or doubly filled, and $\mathbf S_A|I\rangle=0$. The RHF value is the average, $\tfrac12\cdot\tfrac34=\tfrac38$. Symmetry fixes the orbital, so this holds at every distance, including large ones where RHF is a poor description.

### Conditions on the factor −3/8

The bond order must be built with the same projectors as the local spin.

- **Mulliken projectors.** With $P_A=\sum_{\mu\in A}|\chi_\mu\rangle\langle\tilde\chi_\mu|$, where $\tilde\chi_\mu$ are the dual basis functions, $P_AP_B=\delta_{AB}P_A$ still holds. The derivation goes through with the Mayer bond order in place of $B_{AB}$: in water $-0.375\times0.9545=-0.358$. The price is a non-Hermitian $\mathbf S_A$.
- **Overlapping weights.** If atoms share space through weight operators $W_A$, the one-electron part survives for $A\neq B$:

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\mathrm{Tr}(W_AW_BD)-\tfrac38\mathrm{Tr}(W_ADW_BD).$$

Giving each orbital of water a weight 0.8 on its own atom and 0.1 on each other atom yields $-0.181$ for O,H, of which $+0.554$ is the one-electron term. The proportionality to the bond order is then lost. The relation $\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\,\mathrm{cov}(N_A,N_B)$ survives if the populations are defined with the same weights, because the covariance acquires the matching one-electron term $\mathrm{Tr}(W_AW_BD)$.

The basis matters too. For N$_2$ at 1.10 Å in STO-3G there are ten orbitals and three empty ones: $\sigma^*$, $\pi_x^*$ and $\pi_y^*$. Write $D=2(1-\sum_u|u\rangle\langle u|)$ with $u$ running over these. Each $u$ has half its weight on each atom, and different $u$ are orthogonal on each atom by symmetry, so $B_{AB}=4\cdot3\cdot\tfrac12\cdot\tfrac12=3$ and $\langle\mathbf S_A\cdot\mathbf S_B\rangle=-9/8$. In 6-31G the Löwdin bond order is 3.52 and the spin product $-1.32$; in cc-pVTZ the spin product is $-1.39$. Mulliken projectors give $-0.99$ and $-1.09$ in these two bases. The value belongs to a wave function together with a partition.

### Unrestricted determinants

For a UHF determinant with real orbitals, let $D=D^\alpha+D^\beta$, $Q=D^\alpha-D^\beta$ and $M_A=\sum_{p\in A}Q_{pp}$. The direct term now survives for the $z$ component and gives $\tfrac14M_AM_B$. For each pair $p,q$ the exchange term is

$$-\tfrac14\left[(D^\alpha_{pq})^2+(D^\beta_{pq})^2\right]-D^\alpha_{pq}D^\beta_{pq},$$

the bracket from $s_z$, the last product from $s_x$ and $s_y$, one half each. Since $(D^\alpha)^2+(D^\beta)^2=\tfrac12(D^2+Q^2)$ and $D^\alpha D^\beta=\tfrac14(D^2-Q^2)$ element by element,

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\delta_{AB}N_A+\tfrac14M_AM_B+\sum_{p\in A}\sum_{q\in B}\left(-\tfrac38D_{pq}^2+\tfrac18Q_{pq}^2\right).$$

The bond-order term is therefore present in UHF local spins as well, next to the product of the local moments. For H$_2$ at 3.0 Å, UHF gives $M_A=0.999$ in magnitude, opposite on the two atoms, and $\langle\mathbf S_A\cdot\mathbf S_B\rangle=-0.250$. The bond term has almost gone, and what remains is the $z$ correlation $-\tfrac14$. A true singlet of two separated spins has $-\tfrac34$, with equal shares from $x$, $y$ and $z$. The total UHF $\langle S^2\rangle$ is 0.999 instead of 0.

### Why the cumulant definition gives zero

Take any singlet, correlated or not, with real orbitals. On antisymmetric states, exchanging the spins of two electrons equals minus exchanging their positions, so $\mathbf s(1)\cdot\mathbf s(2)=\tfrac12\Pi_{\rm spin}-\tfrac14$ becomes $-\tfrac12\Pi_{\rm space}-\tfrac14$. Define

$$\Gamma_{pq,rs}=\sum_{\sigma\sigma'}\langle a^\dagger_{p\sigma}a^\dagger_{q\sigma'}a_{s\sigma'}a_{r\sigma}\rangle .$$

Then

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\delta_{AB}N_A-\sum_{p\in A}\sum_{q\in B}\left(\tfrac14\Gamma_{pq,pq}+\tfrac12\Gamma_{pq,qp}\right).$$

Split off the cumulant $\Lambda$, which vanishes for a closed-shell determinant:

$$\Gamma_{pq,rs}=D_{pr}D_{qs}-\tfrac12D_{ps}D_{qr}+\Lambda_{pq,rs}.$$

The products $D_{pp}D_{qq}$ cancel ($-\tfrac14+\tfrac14$), and $D_{pq}^2$ collects $\tfrac18-\tfrac12=-\tfrac38$:

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=\tfrac34\delta_{AB}N_A-\tfrac38B_{AB}-\sum_{p\in A}\sum_{q\in B}\left(\tfrac14\Lambda_{pq,pq}+\tfrac12\Lambda_{pq,qp}\right).$$

Now sum over all atoms. With $u=2D-D^2$, the effectively unpaired density matrix, the first two terms become $\tfrac34N-\tfrac38\mathrm{Tr}D^2=\tfrac38\mathrm{Tr}\,u$. Moreover $\sum_q\Gamma_{pq,rq}=(N-1)D_{pr}$, while the two products of $D$ give $ND_{pr}-\tfrac12(D^2)_{pr}$. The difference is $\sum_q\Lambda_{pq,rq}=-\tfrac12u_{pr}$. One may therefore add $(2a-\tfrac34)\left(\tfrac12\mathrm{Tr}\,u+\sum_{pq}\Lambda_{pq,pq}\right)=0$ with any number $a$:

$$\langle S^2\rangle=a\,\mathrm{Tr}\,u+\sum_{pq}\left[(2a-1)\Lambda_{pq,pq}-\tfrac12\Lambda_{pq,qp}\right].$$

Cumulant definitions assign the terms of this last expression to atoms:

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle_a=\delta_{AB}\,a\sum_{p\in A}u_{pp}+\sum_{p\in A}\sum_{q\in B}\left[(2a-1)\Lambda_{pq,pq}-\tfrac12\Lambda_{pq,qp}\right].$$

For RHF, $u=0$ and $\Lambda=0$, so all entries vanish. The total is unchanged, but its division is not. For $a=\tfrac38$ the projector value minus the cumulant value is $-\tfrac38B_{AB}$ for each pair and, on the diagonal,

$$\tfrac34N_A-\tfrac38B_{AA}-\tfrac38\sum_{p\in A}(2D-D^2)_{pp}=\tfrac38\sum_{B\neq A}B_{AB}.$$

The bond term has been moved from the pairs to the diagonal, where it cancels the RHF local spin. In water at full CI, which is complete within STO-3G and no further, the O–H projector value is $-0.451$ and the bond order 0.937. The bond part is $-0.375\times0.937=-0.351$; the rest, $-0.099$, is the $a=\tfrac38$ cumulant value. With $a=\tfrac34$ one finds $-0.021$, so the choice of $a$ matters. These numbers are not converged in the basis: CCSD density matrices, which reproduce them to 0.001 in STO-3G, give $-0.482$ (projector), $-0.051$ ($a=\tfrac38$) and $-0.018$ ($a=\tfrac34$) in cc-pVDZ.

### Following a bond as it breaks

For H$_2$ in the minimal basis write the singlet as $\cos\chi\,|\sigma_g^2\rangle-\sin\chi\,|\sigma_u^2\rangle$ and set $s=\sin2\chi$. Since $|\sigma_u^2\rangle=(|I\rangle-|C\rangle)/\sqrt2$, the covalent weight is $\tfrac12(\cos\chi+\sin\chi)^2=\tfrac12(1+s)$, and

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle=-\tfrac38(1+s),\qquad \mathrm{cov}(N_A,N_B)=\tfrac12(1+s)-1=-\tfrac12(1-s).$$

The off-diagonal density matrix element is $\cos2\chi$, so $B_{AB}=1-s^2$. Also $\Lambda_{ab,ab}=\tfrac12(1+s)-1+\tfrac12(1-s^2)=\tfrac12(s-s^2)$. Removing the bond term and adding $(2a-\tfrac34)\Lambda_{ab,ab}$ gives

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle_a=-\tfrac38s(1+s)+\left(a-\tfrac38\right)s(1-s),$$

which is $-\tfrac34s^2$ for $a=\tfrac34$. The results in STO-3G are:

| $R$ (Å) | $s$ | RHF, projector | full CI, projector | full CI, $a=\tfrac38$ | full CI, $a=\tfrac34$ |
|---|---|---|---|---|---|
| 0.74 | 0.224 | −0.375 | −0.459 | −0.103 | −0.038 |
| 1.5 | 0.664 | −0.375 | −0.624 | −0.415 | −0.331 |
| 3.0 | 0.997 | −0.375 | −0.749 | −0.747 | −0.746 |

All full CI columns approach $-\tfrac34$. The formulas in $s$ and the table belong to the minimal basis. In cc-pVTZ with Löwdin projectors the three full CI entries are $-0.386$, $-0.025$, $-0.029$ at 0.74 Å and $-0.528$, $-0.254$, $-0.203$ at 1.5 Å; the limit $-\tfrac34$ is the same. At 3.0 Å the charge covariance is $-0.001$ in STO-3G and $-0.010$ in cc-pVTZ, so the spin correlation is no longer tied to charge fluctuation. This is the situation in which a picture of two coupled local spins is justified. The cumulant forms separate it from an ordinary bond by starting at zero for RHF; with the projector form one should compare with $-\tfrac38B_{AB}$ or look at the charge covariance.

### What the cumulant definition gives up

In this two-site model $\langle S_A^2\rangle_a=-\langle\mathbf S_A\cdot\mathbf S_B\rangle_a$, because the total is zero and the sites are equivalent. For $a=\tfrac38$ it is $\tfrac38s(1+s)$, which is negative for $-1<s<0$: at $s=-\tfrac12$ it is $-0.094$, impossible for the mean square of a Hermitian operator. The ground state of H$_2$ has $s>0$ at the distances of the table; negative $s$ occurs in the highest singlet of the minimal basis, which has $s=-0.224$ at 0.74 Å. For $a=\tfrac34$ the purely ionic state, $s=-1$, receives $\tfrac34$, although neither site ever carries a spin. The projector value there is zero.

No fixed operator can avoid the conflict. Suppose a Hermitian $O$ had zero expectation value in every closed-shell determinant of two electrons on two sites, and $\tfrac34$ in $|C\rangle$. Doubly occupy $c\,a+te^{i\varphi}b$ with real $c,t$ and $c^2+t^2=1$:

$$|\Phi\rangle=c^2|aa\rangle+t^2e^{2i\varphi}|bb\rangle+\sqrt2\,ct\,e^{i\varphi}|C\rangle .$$

Averaging $\langle\Phi|O|\Phi\rangle=0$ over $\varphi$ removes the cross terms:

$$c^4O_{aa,aa}+t^4O_{bb,bb}+2c^2t^2O_{CC}=0 .$$

The choices $t=0$ and $c=0$ make the first two elements zero, and then $O_{CC}=0$, a contradiction. If only real orbitals are admitted, $\tfrac34\left(|C\rangle\langle C|-|aa\rangle\langle bb|-|bb\rangle\langle aa|\right)$ does meet both demands, but it has the eigenvalue $-\tfrac34$ and cannot be the square of a local spin. No other choice does better: if $O$ has no negative eigenvalue, $\langle\Phi|O|\Phi\rangle=0$ implies $O|\Phi\rangle=0$, and the real closed-shell states span $|aa\rangle$, $|bb\rangle$ and $|C\rangle$, so $O_{CC}=0$.

So use the projector definition if you want the expectation value of an actual local spin operator, and accept that covalent bonds contribute. Use a cumulant definition if you want a measure that is silent for closed-shell determinants, state the value of $a$, and do not read it as a mean square spin. Further values are in the numerical output below.

## Table of computed values

```
water, STO-3G, r(OH) = 0.96 angstrom, angle = 104.5 degrees
RHF bond order O-H: 0.98346 (dimensionless)
RHF bond order H-H: 0.00069 (dimensionless)
RHF projector <S_O.S_H>: -0.36880 hbar^2
RHF projector <S_H.S_H'>: -0.00026 hbar^2
RHF projector <S_O^2>: 0.73759 hbar^2
RHF projector <S_H^2>: 0.36905 hbar^2
RHF sum over all atom pairs: 0.00000 hbar^2
RHF charge covariance O,H: -0.49173 electrons^2
RHF largest cumulant local spin, all a: below 1e-9 hbar^2 is True
Mayer bond order O-H: 0.95452 (dimensionless)
Mulliken-projector <S_O.S_H>: -0.35795 hbar^2
overlapping weights (0.8 own, 0.1 others) <S_O.S_H>: -0.18071 hbar^2
  of which one-electron term: 0.55411 hbar^2
full CI bond order O-H: 0.93732 (dimensionless)
full CI projector <S_O.S_H>: -0.45066 hbar^2
full CI projector <S_O^2>: 0.90131 hbar^2
full CI cumulant a=0.375: <S_O.S_H> = -0.09916, <S_O^2> = 0.19832 hbar^2
full CI cumulant a=0.5: <S_O.S_H> = -0.07310, <S_O^2> = 0.14619 hbar^2
full CI cumulant a=0.75: <S_O.S_H> = -0.02097, <S_O^2> = 0.04193 hbar^2
H2, STO-3G; s = sin(2 chi); spin products in hbar^2
R = 0.74 angstrom: s = 0.22366, full CI charge covariance = -0.38817 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.45887, UHF -0.37500
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.10263, -0.08093, -0.03752
  UHF: M_A = 0.00000 electrons, total <S^2> = 0.00000 hbar^2
R = 1.5 angstrom: s = 0.66440, full CI charge covariance = -0.16780 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.62415, UHF -0.28814
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.41469, -0.38681, -0.33107
  UHF: M_A = 0.83360 electrons, total <S^2> = 0.69489 hbar^2
R = 3.0 angstrom: s = 0.99719, full CI charge covariance = -0.00140 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.74895, UHF -0.25018
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.74684, -0.74649, -0.74579
  UHF: M_A = 0.99930 electrons, total <S^2> = 0.99859 hbar^2
two-site singlet s = -0.5: projector <S_A^2> = 0.18750; cumulant a=3/8, 1/2, 3/4: -0.09375, 0.00000, 0.18750 hbar^2
two-site singlet s = -1.0: projector <S_A^2> = 0.00000; cumulant a=3/8, 1/2, 3/4: 0.00000, 0.25000, 0.75000 hbar^2
independent conditions on a Hermitian two-site operator: 9 of 9 (complex orbitals)
independent conditions on a real symmetric operator: 5 of 6 (real orbitals)
N2 RHF sto-3g, R = 1.10 angstrom: bond order 3.00000, <S_A.S_B> = -1.12500 hbar^2
N2 RHF 6-31g, R = 1.10 angstrom: bond order 3.52254, <S_A.S_B> = -1.32095 hbar^2
```
